# Spreading Resistance of an Equipotential Circular Contact on a Half-Space

A conducting probe touches the flat surface of a thick sample over a disc of radius $a$. Current enters through the disc and spreads into the sample. The task is to find the resistance of this spreading, and to learn which part of the sample it measures.

The sample fills $z>0$ and is uniform, isotropic and ohmic with resistivity $\rho$, so that the current density is $\mathbf J=-\nabla\phi/\rho$, where $\phi$ is the electric potential. The current is steady. The disc is a perfect conductor at potential $V_0$, the rest of the surface is insulating, and the return electrode is at infinity, where $\phi=0$. The distance from the axis is $r$. The spreading resistance is $R=V_0/I$, with $I$ the total current entering the sample. It excludes the resistances of the probe, the interface and the back contact.

## (a) What problem does the potential solve, and is the solution unique?

**Solution.** A steady current has $\nabla\cdot\mathbf J=0$. Since $\rho$ is uniform, this gives

$$\nabla^2\phi=0\quad(z>0).$$

On the surface $z=0$,

$$\phi=V_0\ (r<a),\qquad \frac{\partial\phi}{\partial z}=0\ (r>a),$$

because no current crosses the insulating part. Far away $\phi\to0$. One more condition is needed: $\phi$ must stay bounded at the rim $r=a$, where the type of boundary condition changes.

Let $w$ be the difference of two such solutions. It is harmonic and bounded, $|w|\le M$, with $w=0$ on the disc, $\partial w/\partial z=0$ on the free surface, and $w\to0$ far away. Take a cut-off function $\chi$ that vanishes near the rim and at large distance. Multiply $\nabla^2w=0$ by $\chi^2w$ and integrate by parts. The surface term contains $w\,\partial w/\partial z$, which is zero on both parts of the surface, so

$$\int\chi^2|\nabla w|^2\,dV=-2\int\chi w\,\nabla\chi\cdot\nabla w\,dV .$$

The Cauchy–Schwarz inequality bounds the right side by $2(\int\chi^2|\nabla w|^2)^{1/2}(\int w^2|\nabla\chi|^2)^{1/2}$. Hence

$$\int\chi^2|\nabla w|^2\,dV\le4\int w^2|\nabla\chi|^2\,dV .$$

Near the rim, let $s$ be the distance to it. Let $\chi$ rise from 0 at $s=\epsilon^2a$ to 1 at $s=\epsilon a$ as $\ln(s/\epsilon^2a)/\ln(1/\epsilon)$. Then $|\nabla\chi|=1/[s\ln(1/\epsilon)]$. The half-torus shell between $s$ and $s+ds$ has volume $2\pi^2as\,ds$, so the rim contributes at most

$$\frac{4M^2\,2\pi^2a}{\ln^2(1/\epsilon)}\int_{\epsilon^2a}^{\epsilon a}\frac{ds}{s}=\frac{8\pi^2aM^2}{\ln(1/\epsilon)}\to0 .$$

At large distance $D$ from the disc centre, the even reflection $w(r,-z)=w(r,z)$ makes $w$ harmonic everywhere outside a ball containing the disc. A harmonic function that vanishes at infinity falls at least as fast as $1/D$ there. If $\chi$ falls linearly from 1 to 0 between $D=L$ and $D=2L$, then $w^2|\nabla\chi|^2$ is of order $L^{-4}$ in a volume of order $L^3$, and this contribution also vanishes as $L\to\infty$. Therefore $\nabla w=0$, and $w=0$. Any bounded function that meets the conditions is the solution.

## (b) Find coordinates in which the disc and the free surface are coordinate surfaces, and the Laplacian of a function of one of them.

**Solution.** Oblate spheroidal coordinates are

$$r=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\xi\eta,$$

with $\xi\ge0$ and $0\le\eta\le1$. For $\xi=0$ we have $z=0$ and $r=a\sqrt{1-\eta^2}\le a$: this is the disc. For $\eta=0$ we have $z=0$ and $r=a\sqrt{1+\xi^2}\ge a$: this is the free surface. On the axis $\eta=1$ and $z=a\xi$. Eliminating $\eta$ shows that a surface of constant $\xi>0$ is half of a flattened spheroid,

$$\frac{r^2}{a^2(1+\xi^2)}+\frac{z^2}{a^2\xi^2}=1 .$$

For given $z>0$ the left side falls steadily from infinity to zero as $\xi$ grows, so one spheroid passes through each point.

The derivatives of position are

$$\frac{\partial r}{\partial\xi}=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}},\quad \frac{\partial z}{\partial\xi}=a\eta,\quad \frac{\partial r}{\partial\eta}=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}},\quad \frac{\partial z}{\partial\eta}=a\xi .$$

The scalar product of the two tangent vectors is $-a^2\xi\eta+a^2\xi\eta=0$, so the coordinates are orthogonal. Their scale factors, the lengths per unit change of coordinate, follow from

$$h_\xi^2=a^2\left[\frac{\xi^2(1-\eta^2)}{1+\xi^2}+\eta^2\right]=a^2\frac{\xi^2+\eta^2}{1+\xi^2},$$

$$h_\eta^2=a^2\left[\frac{\eta^2(1+\xi^2)}{1-\eta^2}+\xi^2\right]=a^2\frac{\xi^2+\eta^2}{1-\eta^2}.$$

For the azimuthal angle the scale factor is $r$.

For a function $f(\xi)$ the gradient is $f'/h_\xi$ along $\xi$. Its flux through a cell face is this gradient times the face area, which is proportional to $h_\eta r$. The Laplacian is the net flux out of the cell divided by the cell volume:

$$\nabla^2f=\frac1{h_\xi h_\eta r}\frac{\partial}{\partial\xi}\left(\frac{h_\eta r}{h_\xi}f'\right).$$

Here

$$\frac{h_\eta r}{h_\xi}=\sqrt{\frac{1+\xi^2}{1-\eta^2}}\;a\sqrt{(1+\xi^2)(1-\eta^2)}=a(1+\xi^2),$$

and $h_\xi h_\eta r=a^3(\xi^2+\eta^2)$. Thus

$$\nabla^2f=\frac{1}{a^2(\xi^2+\eta^2)}\frac{d}{d\xi}\left[(1+\xi^2)\frac{df}{d\xi}\right].$$

## (c) Find the potential in the sample and on its free surface.

**Solution.** The disc is the surface $\xi=0$, which suggests a potential that depends on $\xi$ alone. Laplace's equation then requires $(1+\xi^2)\,d\phi/d\xi=-C$ with constant $C$. Integration from the disc gives

$$\phi=V_0-C\arctan\xi .$$

Far away $\xi\to\infty$ and $\arctan\xi\to\pi/2$, so $\phi\to0$ fixes $C=2V_0/\pi$:

$$\phi=V_0\left(1-\frac2\pi\arctan\xi\right).$$

On the free surface the normal direction is that of $\eta$, and $h_\eta=a\xi$ is nonzero for $r>a$. Since $\phi$ does not depend on $\eta$, its normal derivative vanishes. The potential lies between 0 and $V_0$, so it is bounded. All conditions of part (a) are met, and the guess is the unique solution.

On the free surface $\xi=\sqrt{r^2/a^2-1}$. An angle with this tangent has cosine $1/\sqrt{1+\xi^2}=a/r$, so $\arctan\xi=\arccos(a/r)=\pi/2-\arcsin(a/r)$ and

$$\phi(r,0)=\frac{2V_0}{\pi}\arcsin\frac ar\qquad(r\ge a).$$

## (d) How is the current distributed over the contact?

**Solution.** On the disc, $\xi=0$ gives $\partial r/\partial\xi=0$ and $\partial z/\partial\xi=a\eta>0$. The direction of increasing $\xi$ is therefore $+z$, into the sample, and the scale factor is $h_\xi=a\eta=\sqrt{a^2-r^2}$. With $d\phi/d\xi=-2V_0/\pi$ at $\xi=0$,

$$J_z(r)=-\frac1\rho\frac1{h_\xi}\frac{d\phi}{d\xi}=\frac{2V_0}{\pi\rho\sqrt{a^2-r^2}} .$$

The density is lowest at the centre and diverges at the rim as the inverse square root of the distance from it. The divergence belongs to the ideal sharp edge between conductor and insulator.

The crowding can be understood by asking what a uniform density $J$ would do. A point current $dI$ on the surface spreads over a hemisphere of area $2\pi D^2$ and produces the potential $\rho\,dI/(2\pi D)$. At the centre of the disc the integral of $dA/D$ is $2\pi a$, which gives $\rho Ja$. At the rim, lines of sight have length $2a\cos t$ for $-\pi/2<t<\pi/2$; their integral is $4a$, which gives $2\rho Ja/\pi$. The centre would be at a higher potential than the rim. To equalize the two, current must move outward.

## (e) Find the total current and the spreading resistance.

**Solution.** The current entering within radius $r$ is

$$I(<r)=\int_0^r2\pi r'J_z(r')\,dr'=\frac{4V_0}{\rho}\int_0^r\frac{r'\,dr'}{\sqrt{a^2-r'^2}} .$$

Since $-\sqrt{a^2-r'^2}$ has derivative $r'/\sqrt{a^2-r'^2}$,

$$I(<r)=\frac{4aV_0}{\rho}\left[1-\sqrt{1-\frac{r^2}{a^2}}\right].$$

The rim singularity is integrable. At $r=a$ the total current is $I=4aV_0/\rho$, and therefore

$$\boxed{R=\frac{V_0}{I}=\frac{\rho}{4a}} .$$

Half the current has entered when the square root equals $1/2$, at $r=(\sqrt3/2)a$. The outer quarter of the contact area thus carries half the current. The mean density is $I/(\pi a^2)=4V_0/(\pi\rho a)$, twice the central density $2V_0/(\pi\rho a)$.

The same current is found far from the contact. There $\xi\approx D/a$, and $1-(2/\pi)\arctan\xi=(2/\pi)\arctan(1/\xi)\approx2a/(\pi D)$. Hence

$$\phi\approx\frac{2aV_0}{\pi D}=\frac{\rho I}{2\pi D},$$

the potential of a point source on a half-space. The shape of the contact is lost at leading order in $a/D$.

The dependence on $1/a$, rather than on the inverse contact area, has a simple origin. The problem contains one length, so a resistance can be formed only as a number times $\rho/a$. A wider contact gains area as $a^2$, but the current also has a path of length proportional to $a$ before it has spread.

The result also shows why boundedness was required. The derivative $\partial\phi/\partial a$ at fixed $V_0$ is harmonic, vanishes on the disc and at infinity, and has no normal derivative on the free surface. There its value is $(2V_0/\pi)/\sqrt{r^2-a^2}$, which diverges at the rim. Through any surface enclosing the contact it carries the current $\partial I/\partial a=4V_0/\rho$ per unit length of radius. On the disc itself its density, $-2V_0a/[\pi\rho(a^2-r^2)^{3/2}]$, is negative and not integrable; the finite total includes a singular source at the rim. Adding a multiple of this field would change the current reaching the return electrode without changing $V_0$, so without the rim condition $R$ would be undetermined.

**A second case: two bodies touching.** Let half-spaces of resistivities $\rho_1$ and $\rho_2$ touch over the disc and be insulated elsewhere. If the disc is an equipotential, each side has the density profile of part (d), with its own voltage $V_1$ or $V_2$ between disc and infinity. The current is continuous at every point of the disc if $V_1/\rho_1=V_2/\rho_2$. This choice satisfies all conditions, so the two spreading resistances add:

$$R_{12}=\frac{\rho_1+\rho_2}{4a} .$$

For equal materials the circular constriction has $R_{12}=\rho/(2a)$. The one-sided result $\rho/(4a)$ applies when the probe is a much better conductor than the sample.

## (f) Which part of the sample produces the resistance, and how thick must the sample be?

**Solution.** The surfaces of constant $\xi$ are equipotentials. Between the disc and one of them, the voltage drop divided by the current is

$$R(\xi)=\frac{(2V_0/\pi)\arctan\xi}{4aV_0/\rho}=\frac{\rho}{2\pi a}\arctan\xi .$$

Half of the total is reached at $\xi=1$. That surface meets the axis at depth $a$ and the free surface at radius $\sqrt2\,a$. Ninety per cent is reached when $\arctan\xi=0.45\pi$, at axial depth $a\tan(0.45\pi)=6.314\,a$. The approach to the full value is slow, since the missing fraction is about $2/(\pi\xi)$ for large $\xi$.

This also bounds the effect of a flat grounded back electrode at depth $d$. For fixed electrode potentials, the true potential has the least dissipated power among all trial potentials with those electrode values. To see this, add to $\phi$ a function $w$ that vanishes on the electrodes. The cross term $\int\nabla\phi\cdot\nabla w\,dV$ is zero by the divergence theorem, and the power grows by $\int|\nabla w|^2dV/\rho$.

Now consider a grounded electrode on the spheroid $\xi=d/a$, which touches the plane $z=d$ from above. Its potential, continued by zero beyond the spheroid, is a permitted trial potential for the plane electrode. The plane electrode therefore dissipates no more power, and since the power is $V_0^2/R$, its resistance is no smaller. The same argument compares the plane with the infinite half-space. With $R_d$ the resistance for the plane,

$$\frac2\pi\arctan\frac da\le\frac{R_d}{\rho/(4a)}\le1 .$$

A depth of $6.314\,a$ is thus sufficient to keep the reduction within 10 per cent of the half-space value.

An insulating back has the opposite effect. In a film of thickness $t$ on an insulator, the current at $r\gg t$ flows sideways with density $I/(2\pi rt)$. Between radii $r_1$ and $r_2$ this adds the resistance

$$\int_{r_1}^{r_2}\frac{\rho\,dr}{2\pi rt}=\frac{\rho}{2\pi t}\ln\frac{r_2}{r_1},$$

which grows without limit as the return electrode is moved away. Relative to $\rho/(4a)$ it is $(2a/\pi t)\ln(r_2/r_1)$, with $r_2$ the distance of the return electrode. For $t$ larger than $a$, $r_1$ is about $2.25\,t$; for a film much thinner than $a$ it is close to $a$. The half-space formula fails, even for a uniform film, when this ratio is not small. The growth is only logarithmic, but the prefactor $2a/\pi t$ must be very small for it to be harmless. With $a=20$ nm and $t=10a$ the ratio reaches 10 per cent at $r_2\approx2.2\ \mu$m and about 50 per cent at 1 mm; with $t=100a$ it is about 3 per cent at 1 mm.

## (g) How can the resistance be found from point sources alone?

**Solution.** The potential $\rho\,dI/(2\pi D)$ of a surface point source has no normal derivative elsewhere on the surface. A sum of such sources over the disc therefore satisfies the insulating condition, and the density must satisfy

$$V_0=\frac{\rho}{2\pi}\int_{\rm disc}\frac{J_z(\mathbf x')}{|\mathbf x-\mathbf x'|}\,dA'$$

at every point $\mathbf x$ of the disc.

Divide the disc into $N$ rings with edges $b_j=a\sin[j\pi/(2N)]$, which are dense near the rim, and give each ring a constant unknown density. A ring is the difference of two uniform discs, so the integral $G$ of $1/D$ over a disc of radius $b$ is needed. In polar coordinates about the field point, $dA/D$ is an element of length times an element of angle, so $G$ sums line-of-sight lengths. For $r<b$,

$$G=\int_0^{2\pi}\left[-r\cos t+\sqrt{b^2-r^2\sin^2t}\right]dt=4bE(r^2/b^2),$$

where $E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2v}\,dv$. For $r>b$ the chord length is $2\sqrt{b^2-r^2\sin^2t}$. With $\sin t=(b/r)\sin v$ and $m=b^2/r^2$,

$$G=\frac{4b^2}{r}\int_0^{\pi/2}\frac{\cos^2v\,dv}{\sqrt{1-m\sin^2v}}=4r\left[E(m)-(1-m)K(m)\right],$$

where $K(m)=\int_0^{\pi/2}dv/\sqrt{1-m\sin^2v}$. The last step uses $m\cos^2v=(1-m\sin^2v)-(1-m)$.

Let ring $j$ lie between $b_{j-1}$ and $b_j$, with $j=1,\dots,N$. Requiring the potential $V_0$ at the radius $a\sin[(j-\tfrac12)\pi/(2N)]$ in each ring gives $N$ linear equations for the densities. The accuracy depends on this choice of points. Their solution, multiplied by the ring areas and summed, gives $I$. For the parameters of part (h), 50 rings give 1250.0006 ohm, which differs from $\rho/(4a)$ by $5.0\times10^{-7}$ of that value. With 100 rings the relative difference is $6.3\times10^{-8}$, and with 400 rings $9.8\times10^{-10}$. No spheroidal coordinates and no assumed density profile enter this calculation.

## (h) Evaluate the result for a nanometre-scale probe.

**Solution.** Take the round model values $a=20$ nm, $\rho=1.0\times10^{-4}$ ohm m and $V_0=10$ mV. Then

$$R=\frac{1.0\times10^{-4}\ \Omega\,\mathrm m}{4\times20\times10^{-9}\ \mathrm m}=1250\ \Omega=1.25\ \mathrm{k}\Omega,$$

$$I=\frac{10\times10^{-3}\ \mathrm V}{1250\ \Omega}=8.0\ \mu\mathrm A .$$

The dissipated power is $V_0I=80$ nW. The mean density over the contact is $I/(\pi a^2)=6.4\times10^9$ A/m², and the central density is half of this, $3.2\times10^9$ A/m². Half the current enters within 17.3 nm of the axis, and the other half through the remaining 2.7 nm of radius.

Half the voltage is lost by an axial depth of 20 nm and 90 per cent by 126 nm. The measurement is thus weighted towards the material near the contact, but its tail reaches several contact radii. If the resistivity varies over these distances, $4aR$ is an effective value and not the resistivity at a point.

In use the formula is inverted, $\rho=4aR$. For small errors, a given relative error in $a$ produces the same relative error in $\rho$, so the contact radius must be known as well as the resistivity is wanted. Any series resistance of the probe, interface or back contact must first be subtracted from the measured value.

The local law $\mathbf J=-\nabla\phi/\rho$ further requires a carrier mean free path $\ell$ much shorter than $a$. The model values do not guarantee this. For a degenerate carrier gas of density $n$ in one isotropic band, the Drude relation $\rho=\hbar k_F/(ne^2\ell)$ with $k_F=(3\pi^2n)^{1/3}$ gives $\ell\approx4$ nm at $n=5\times10^{24}$ m⁻³. At 300 K this density is degenerate only for a light band mass: $\hbar^2k_F^2/2m^*$ is about $6\,k_BT$ for $m^*=0.067\,m_e$ but only $1.6\,k_BT$ for $0.26\,m_e$. For the heavier mass the classical estimate, with speed $\sqrt{3k_BT/m^*}$ and scattering time $m^*/(ne^2\rho)$, also gives about 4 nm. This is a fifth of $a$, so in such a material 1250 ohm would be only an estimate. A rectifying barrier at the interface also invalidates the model, and the small bias chosen here does not exclude it. Heating strong enough to change $\rho$ would do so too, but it is small here. With thermal conductivity $\kappa$ and no heat lost through the probe or the free surface, the temperature rise $\phi(2V_0-\phi)/(2\rho\kappa)$ solves $\kappa\nabla^2T=-|\nabla\phi|^2/\rho$. Its maximum, $V_0^2/(2\rho\kappa)$ on the disc, does not depend on $a$ and is 0.5 K for $\kappa=1$ W/(m K).
